# Why Similar Refractive Indices Allow Very Different Static Permittivities in Oxides

## 1. Definitions and conventions

The algebra uses atomic units, so that $e=\hbar=m_e=4\pi\varepsilon_0=1$. Numbers are given in eV and Å. In those units each factor $4\pi$ that multiplies a squared charge also carries $e^2/(4\pi\varepsilon_0)=14.40$ eV Å.

Let $E$ be the macroscopic electric field and $P$ the dipole moment per volume. The relative permittivity is

$$\varepsilon = 1+\frac{4\pi P}{E}.$$

Three values of it matter here:

- $\varepsilon_0$ is the static permittivity, with ions and electrons both responding. From here on this symbol never means the vacuum constant.
- $\varepsilon_\infty$ is the permittivity with the ions clamped and the electrons responding.
- $n^2=\varepsilon(\omega)$ defines the refractive index $n$ at a frequency below the gap and far above the lattice vibrations, where absorption is neglected.

The crystal is a cubic insulator of rock-salt type with cell volume $\Omega$. Its cations and anions carry charges $+q$ and $-q$. Their sublattices move rigidly by $u_+$ and $u_-$, and $u=u_+-u_-$ is the infrared coordinate. A short-range spring $k$ opposes $u$. The electronic polarizability per cell is $\alpha$, the sum of the polarizabilities of the two ions. Electrons follow the field instantly, so electronic dispersion is left out. All forces are linear in the displacement.

This is a point-dipole model. Apart from the repulsion contained in the spring $k$, it neglects the effects of overlap between ions and the covalent transfer of charge between them, both of which matter quantitatively in real oxides. Its use is to show that charge and refractive index can stay fixed while the stiffness changes.

## 2. The field that acts on an ion

An ion feels the local field $E_{\rm loc}$, which differs from the macroscopic average $E$. To find it, draw a sphere around the ion, large compared with the cell. Matter outside may be treated as a continuum; matter inside must be treated as discrete dipoles. Hence $E_{\rm loc}$ is $E$, minus the field of a continuous polarized sphere, plus the field of the discrete dipoles in it.

The continuous sphere has surface charge density $P\cos\theta$. Its field at the centre, along $P$, is

$$-\int P\cos^2\theta\, d(\text{solid angle})=-\frac{4\pi}{3}P .$$

The discrete dipoles, each of moment $p$ along $z$, give

$$p\sum\frac{3z^2-r^2}{r^5}=0,$$

because cubic symmetry makes the sums of $x^2/r^5$, $y^2/r^5$ and $z^2/r^5$ equal. The transverse components vanish by reflection. Both kinds of site in rock salt have this symmetry with respect to both sublattices, so every ion feels

$$E_{\rm loc}=E+\frac{4\pi}{3}P. \tag{1}$$

This can be tested in a long needle of parallel dipoles, where the end charges are far away and $E\approx0$. Direct summation gives $4.1872\,P$ at sites of either sublattice, against $4\pi P/3=4.1888\,P$. The shortfall has the sign of the small opposing field left by the end charges of a finite needle.

## 3. The electronic contribution alone

Clamp the ions, $u=0$. The polarization is then $P=\alpha E_{\rm loc}/\Omega$. With $x=4\pi\alpha/(3\Omega)$, equation (1) gives

$$4\pi P=3x\left(E+\frac{4\pi}{3}P\right)
\quad\Rightarrow\quad 4\pi P(1-x)=3xE .$$

Therefore

$$\varepsilon_\infty=1+\frac{3x}{1-x}=\frac{1+2x}{1-x},
\qquad \varepsilon_\infty+2=\frac{3}{1-x}. \tag{2}$$

The condition $x<1$ keeps the electronic response stable against uniform polarization. It is necessary but not always sufficient: if both ions are equally polarizable, a pattern of dipoles that alternates from column to column becomes unstable already at $x\approx0.78$. The spring $k$ does not appear, since a clamped ion never stretches it.

The example has $\Omega=30$ Å$^3$ and $\alpha=3.581$ Å$^3$, so $x=0.500$ and $\varepsilon_\infty=2/0.5=4$. Of this, 1 belongs to the vacuum and 3 to the electrons. These are round model parameters and describe no particular material.

## 4. Adding the ions: charge and stiffness

The two sublattices, with masses $m_+$ and $m_-$ per cell, obey

$$m_+\ddot u_+=-ku+qE_{\rm loc},\qquad m_-\ddot u_-=+ku-qE_{\rm loc}.$$

Divide each equation by its mass and subtract. With $1/\mu=1/m_++1/m_-$,

$$\mu\ddot u=-ku+qE_{\rm loc},\qquad P=\frac{qu+\alpha E_{\rm loc}}{\Omega}. \tag{3}$$

Now eliminate the local field. Inserting $P$ into (1) gives

$$E_{\rm loc}=E+\frac{4\pi q}{3\Omega}u+xE_{\rm loc}.$$

Solving for $E_{\rm loc}$ and using (2),

$$E_{\rm loc}=\frac{\varepsilon_\infty+2}{3}\left(E+\frac{4\pi q}{3\Omega}u\right). \tag{4}$$

The part proportional to $E$ drives the ions. The part proportional to $u$ acts as a negative spring: displaced ions polarize the crystal, and the resulting local field pushes them further. Substitution into the equation of motion gives

$$\mu\ddot u=-Ku+ZE, \tag{5}$$

$$Z=\frac{q(\varepsilon_\infty+2)}{3},\qquad
K=k-\frac{4\pi q^2(\varepsilon_\infty+2)}{9\Omega}. \tag{6}$$

In the polarization, the coefficient of $u$ is

$$\frac{q}{\Omega}\left(1+\frac{x}{1-x}\right)=\frac{q}{\Omega(1-x)}=\frac{Z}{\Omega}.$$

The coefficient of $E$ is $\alpha/[\Omega(1-x)]=3x/[4\pi(1-x)]=(\varepsilon_\infty-1)/(4\pi)$. Thus

$$P=\frac{Z}{\Omega}u+\frac{\varepsilon_\infty-1}{4\pi}E. \tag{7}$$

The same charge $Z$ sets the force per field and the dipole per displacement. The stiffness $K$ is the restoring force per displacement at $E=0$.

Equations (2) and (6) justify the comparison at fixed charge. Changing $k$ alone changes $K$ by the same amount and leaves both $\varepsilon_\infty$ and $Z$ untouched. In the example $q=1.5\,e$, so $Z=1.5\times6/3=3\,e$, and the dipolar term that reduces $k$ is 9.05 eV/Å$^2$.

## 5. The static ionic contribution

In a static field the acceleration vanishes, and (5) gives $u=ZE/K$. Equation (7) then becomes

$$4\pi P=\left[\frac{4\pi Z^2}{\Omega K}+\varepsilon_\infty-1\right]E,$$

and hence

$$\boxed{\;\varepsilon_0=\varepsilon_\infty+\frac{4\pi Z^2}{\Omega K}\;},\qquad K>0. \tag{8}$$

One factor $Z$ comes from the force exerted by the field and the other from the dipole produced by the displacement. The mass is absent because in a static field the ions come to rest where spring and field balance.

Four model oxides, A to D, differ in $k$ alone. The common numerator is $4\pi Z^2/\Omega=54.3$ eV/Å$^2$. For A, $K=25.00-9.05=15.95$ eV/Å$^2$, so the ionic term is $54.3/15.95=3.40$. For D, $K=11.00-9.05=1.95$ eV/Å$^2$, and the term is 27.8.

| Oxide | $k$ (eV/Å$^2$) | $K$ (eV/Å$^2$) | ionic term | $\varepsilon_0$ |
|---|---:|---:|---:|---:|
| A | 25 | 15.95 | 3.4 | 7.4 |
| B | 17 | 7.95 | 6.8 | 10.8 |
| C | 13 | 3.95 | 13.7 | 17.7 |
| D | 11 | 1.95 | 27.8 | 31.8 |

The permittivities were found by solving (1) and (3) directly, without the elimination, and they agree with (8).

The weights can now be compared. The polarization per field is proportional to $\varepsilon_0-1$. In A the clamped-ion electronic response supplies 3 of 6.4, nearly half. In D it supplies 3 of 30.8, about a tenth. That part is the same in both; the ions have moved further. The ionic term also includes the electronic dipoles that the displaced ions induce, which raise the dipole per displacement from $q$ to $Z$. In a field of 0.01 V/Å the force $ZE$ is 0.03 eV/Å in each crystal, while the displacement is 0.0019 Å in A and 0.0154 Å in D.

## 6. The ionic contribution at optical frequency

Let the field vary as $e^{-i\omega t}$. Then $\ddot u=-\omega^2u$, and (5) gives $u=ZE/(K-\mu\omega^2)$. With (7),

$$\varepsilon(\omega)=\varepsilon_\infty+\frac{4\pi Z^2}{\Omega(K-\mu\omega^2)}. \tag{9}$$

At low frequency the spring limits the motion. At high frequency inertia does, and for $\mu\omega^2\gg K$ expansion of the denominator gives

$$n^2\simeq\varepsilon_\infty-\frac{4\pi Z^2}{\Omega\mu\omega^2}\left(1+\frac{K}{\mu\omega^2}\right). \tag{10}$$

The ionic term is small, and $K$ enters as a small correction to that small term. Its sign is negative because the displacement of a driven oscillator above resonance opposes the force.

The reduced mass is 14 u, for which $\mu/\hbar^2=3349$ eV$^{-1}$Å$^{-2}$. At a photon energy of 2 eV, $\mu\omega^2$ corresponds to $3349\times2^2\approx13400$ eV/Å$^2$, which dwarfs every $K$ in the table. The ionic term is $-54.3/13400=-0.0041$, so $n=\sqrt{4-0.0041}=1.999$. From A to D the index varies by $1.1\times10^{-6}$, while $\varepsilon_0$ varies by a factor 4.3.

Within the model, this explains how crystals with nearly equal indices can have very different static permittivities. The index reports how easily electrons are displaced, because the ions have no time to follow. The static permittivity also reports how far the ions go before the lattice stops them. In a real crystal $\alpha$ depends on frequency, so equal indices at one visible frequency do not guarantee equal values of $\varepsilon_\infty$.

## 7. Why the stiffness can vary so much

A factor of 8.2 in $K$ between A and D comes from a factor of 2.3 in $k$. The reason is the subtraction in (6). At fixed $q$, $\varepsilon_\infty$ and $\Omega$ the dipolar term is constant, so $dK/dk=1$. Since $\varepsilon_0-\varepsilon_\infty\propto1/K$,

$$\frac{d\ln(\varepsilon_0-\varepsilon_\infty)}{d\ln k}
=-\frac{k}{K}\frac{dK}{dk}=-\frac{k}{K}. \tag{11}$$

In A this is $-1.6$; in D it is $-5.6$. To first order, a spring weaker by one per cent raises the ionic term by 1.6 per cent in A and by 5.6 per cent in D. The closer the short-range and dipolar forces come to cancelling, the more a small change in bonding is amplified.

The charge can be weighed against the stiffness. At fixed $K$ and $\Omega$, the ionic term grows as $Z^2$. To reproduce the ratio 8.2 between D and A by charge alone, $Z$ would have to grow by $\sqrt{8.2}\approx2.9$, from 3 to about 8.6 $e$.

In the microscopic model charge and stiffness are not independent when $q$ varies. Raising $q$ at fixed $k$ and $\alpha$ increases $Z$ and also lowers $K$, again without changing $\varepsilon_\infty$. With the spring of A, the ionic term of D is then reached already at $q\approx2.26\,e$, $Z\approx4.5\,e$, a factor of only 1.5. Fixed charge is therefore a controlled comparison that isolates one cause. Real oxides may differ in $Z^2/\Omega$ as well as in $K$.

## 8. The signature in the infrared spectrum

Consider vibrations with wavelengths long compared with the cell but so much shorter than that of light of the same frequency in vacuum that retardation can be neglected. A transverse vibration then has $E=0$, and (5) gives $\omega_{\rm TO}^2=K/\mu$.

In a longitudinal vibration there is no free charge, so $E+4\pi P=0$. Inserting (7),

$$E+\frac{4\pi Z}{\Omega}u+(\varepsilon_\infty-1)E=0
\quad\Rightarrow\quad E=-\frac{4\pi Z}{\Omega\varepsilon_\infty}u.$$

This field opposes the displacement and adds to the restoring force:

$$\omega_{\rm LO}^2=\frac1\mu\left(K+\frac{4\pi Z^2}{\Omega\varepsilon_\infty}\right). \tag{12}$$

Dividing by $\omega_{\rm TO}^2$ and using (8) gives the Lyddane–Sachs–Teller relation for one mode,

$$\frac{\omega_{\rm LO}^2}{\omega_{\rm TO}^2}
=1+\frac{4\pi Z^2}{\Omega K\varepsilon_\infty}
=\frac{\varepsilon_0}{\varepsilon_\infty}. \tag{13}$$

From A to D the transverse energy falls from 0.069 to 0.024 eV, while the longitudinal one falls from 0.094 to 0.068 eV. For D, $(0.0681/0.0241)^2\approx8.0$, in agreement with $31.8/4$. The longitudinal mode softens less because its electrostatic stiffness, 13.6 eV/Å$^2$, does not depend on $k$.

A low transverse frequency by itself does not prove a large permittivity, since a heavy mass also lowers it. Absorption shows how the mass drops out. Add a damping rate $\gamma$ and write $S=4\pi Z^2/(\Omega\mu)$ and $a=\omega_{\rm TO}$. Then $\varepsilon=\varepsilon_\infty+S/(a^2-\omega^2-i\gamma\omega)$, and

$$\frac{{\rm Im}\,\varepsilon}{\omega}=\frac{S\gamma}{D(\omega)},\qquad
D=(a^2-\omega^2)^2+\gamma^2\omega^2 .$$

Let $I=\int_0^\infty d\omega/D$. The substitution $\omega\to a^2/\omega$ turns it into $I=\int_0^\infty(\omega^2/a^2)\,d\omega/D$. Adding the two forms and setting $t=\omega-a^2/\omega$, for which $D=\omega^2(t^2+\gamma^2)$ and $dt=(1+a^2/\omega^2)d\omega$,

$$2a^2I=\int_0^\infty\frac{a^2+\omega^2}{D}\,d\omega
=\int_{-\infty}^{\infty}\frac{dt}{t^2+\gamma^2}=\frac{\pi}{\gamma}.$$

Consequently

$$\frac2\pi\int_0^\infty\frac{{\rm Im}\,\varepsilon}{\omega}\,d\omega
=\frac{2}{\pi}S\gamma I=\frac{S}{a^2}=\frac{4\pi Z^2}{\Omega K}. \tag{14}$$

Both damping and mass cancel. For B, numerical integration gives 6.826 with a reduced mass of 14 u and again with 28 u, equal to the static ionic term. Doubling the mass lowers the absorption frequency without making the crystal more polarizable in a static field.

## 9. Limits and use in a gate stack

For a very stiff lattice, $K\to\infty$, the ions hardly move and $\varepsilon_0\to\varepsilon_\infty$. In the opposite limit, $K\to0^+$, the ionic term diverges. At $K=0$ the restoring force at zero field vanishes, and for $K<0$ the undisplaced structure is unstable. Equation (8) must not be continued to that side. The condition $K>0$ is necessary for stability but not sufficient, because it concerns the uniform displacement only. Suppose the short-range forces act between nearest neighbours alone, with their tangential part fixed by equilibrium of the lattice, and both ions are equally polarizable. A zone-boundary pattern whose dipoles alternate from column to column then becomes unstable at $k\approx13.5$ eV/Å$^2$, where $K\approx4.5$ eV/Å$^2$ is still positive. Oxides C and D would be past that point. The table assumes that further forces keep such patterns stable. A radial spring of about 0.6 eV/Å$^2$ between like neighbours suffices for D and does not enter $k$.

The linear law can fail before $K$ reaches zero. Suppose the restoring force is $Ku+bu^3$ with $b>0$. Static balance reads $Ku+bu^3=ZE$. The cubic term is negligible if $bu^2\ll K$; with $u\simeq ZE/K$ this becomes

$$bZ^2E^2\ll K^3.$$

For given $b$ and $Z$, the largest field for linear response therefore scales as $K^{3/2}$. Softness raises the permittivity but narrows the range of fields over which it is constant.

With several infrared modes in a cubic crystal, each harmonic normal coordinate obeys its own equation (5), and the polarizations add:

$$\varepsilon_0=\varepsilon_\infty+\sum_m\frac{4\pi Z_m^2}{\Omega K_m}.$$

A mode contributes strongly if $Z_m^2/K_m$ is large. A soft mode with $Z_m=0$ contributes nothing.

A gate insulator of thickness $d$ has capacitance per area $\varepsilon_0/(4\pi d)$ when the signal frequency is far below $\omega_{\rm TO}$ and electrode effects are neglected. In fields weak enough for linear response, oxide D can be 4.3 times as thick as A at equal capacitance, although their indices at 2 eV agree to better than one part in a million in this model. A measurement of $n$ in the visible could hardly reveal that difference; by (10) the gap between the indices grows as $\omega^{-4}$ and reaches $2.8\times10^{-4}$ only at 0.5 eV. The infrared response can, because there the lattice has time to move. Thickness alone does not settle the leakage current of a real gate stack, which also depends on the energy barriers at the electrodes and on defects. The values used here are collected in the numerical output below.

## Computed results

```
Lattice sums, in units of P (unit-free)
  4 pi / 3                    = 4.1888
  needle sum, same sublattice = 4.1872
  needle sum, other sublattice= 4.1872
Common inputs and derived constants
  Coulomb constant e^2/(4 pi eps0) = 14.3996 eV A
  cell volume             = 30.0 A^3
  ionic charge q          = 1.50 e
  polarizability alpha    = 3.5810 A^3
  reduced mass            = 14.0 u
  inertia mu/hbar^2       = 3349.2 1/(eV A^2)
  eps_inf                 = 4.0000
  sqrt(eps_inf)           = 2.0000
  effective charge Z      = 3.0000 e
  4 pi Z^2/volume         = 54.285 eV/A^2
  4 pi Z^2/(volume eps_inf) = 13.571 eV/A^2
  dipolar softening k - K = 9.048 eV/A^2
  photon energy for n     = 2.0 eV
  static field for u      = 0.01 V/A
Oxide: k (eV/A^2), K (eV/A^2), ionic term, eps_static, n
  A: 25.0  15.952  3.403  7.403  1.99899
  B: 17.0  7.952  6.826  10.826  1.99899
  C: 13.0  3.952  13.735  17.735  1.99899
  D: 11.0  1.952  27.804  31.804  1.99899
Oxide: TO energy (eV), LO energy (eV), u (A), k/K
  A: 0.06902  0.09389  0.00188  1.567
  B: 0.04873  0.08017  0.00377  2.138
  C: 0.03435  0.07233  0.00759  3.289
  D: 0.02414  0.06808  0.01537  5.634
Comparison of A and D
  k(A)/k(D)               = 2.273
  K(A)/K(D)               = 8.171
  ionic(D)/ionic(A)       = 8.171
  eps(D)/eps(A)           = 4.296
  spread of n, A to D     = 1.1e-06
Ionic term of B from absorption (unit-free)
  reduced mass 14 u       = 6.8263
  reduced mass 28 u       = 6.8263
```
